# Misaligned mask slot on (100) silicon: groove width and etch time: a program that tests the result

```python
"""
Result under test: a W x L mask slot on (100) silicon, turned by theta from <110>,
ends in an ideal anisotropic etch (inert {111} planes) as a groove of width
W*cos(theta) + L*sin(theta) and depth width/sqrt(2).
Before that limit, kinks running at speed v along <110> edges give a mid-slot
width W/cos(theta) + 2*v*t*tan(theta).  A {111} rate r adds 2*r*t/sin(alpha),
where alpha is the angle between {111} and the wafer surface.
Lengths are in micrometres, times in minutes, angles in radians inside the code.
"""
import numpy as np
from scipy.optimize import linprog, brentq

W, L = 100.0, 5000.0
theta = np.radians(1.0)
rate100 = 1.0          # rough (100) etch rate, um/min
kink_speed = 2.0       # rough kink speed along <110>, um/min
selectivity = 100.0    # rough ratio of (100) to {111} rates
oxide_rate = 0.005     # rough oxide mask loss, um/min
wafer = 525.0          # wafer thickness, um
etch_time = 80.0       # ordinary etch, min
rate111 = rate100 / selectivity
alpha = np.arctan(np.sqrt(2.0))


def final_width(angle):
    return W * np.cos(angle) + L * np.sin(angle)


def final_length(angle):
    return L * np.cos(angle) + W * np.sin(angle)


# --- Cavity bounded by actual {111} planes, in cubic crystal coordinates ---
along = np.array([1.0, 1.0, 0.0]) / np.sqrt(2.0)
across = np.array([-1.0, 1.0, 0.0]) / np.sqrt(2.0)
# Normals point from the cavity into the silicon below the mask plane z = 0.
normals = np.array([[a, b, -1.0] for a in (-1, 1) for b in (-1, 1)])


def cavity(angle, retreat=0.0):
    """Width, length and depth when each plane has retreated along its normal."""
    long_axis = np.cos(angle) * along + np.sin(angle) * across
    short_axis = -np.sin(angle) * along + np.cos(angle) * across
    corners = np.array([a * L / 2 * long_axis + b * W / 2 * short_axis
                        for a in (-1, 1) for b in (-1, 1)])
    limits = (normals @ corners.T).max(axis=1)
    limits = limits + retreat * np.linalg.norm(normals, axis=1)

    def minimum(direction, z_range):
        answer = linprog(direction, A_ub=normals, b_ub=limits,
                         bounds=[(None, None), (None, None), z_range],
                         method="highs")
        assert answer.status == 0
        return answer.fun

    surface = (0.0, 0.0)
    width = -minimum(-across, surface) - minimum(across, surface)
    length = -minimum(-along, surface) - minimum(along, surface)
    depth = -minimum(np.array([0.0, 0.0, 1.0]), (None, 0.0))
    return width, length, depth


for degrees in (0.0, 0.3, 1.0, 4.0):
    angle = np.radians(degrees)
    width, length, depth = cavity(angle)
    assert abs(width - final_width(angle)) < 1e-5
    assert abs(length - final_length(angle)) < 1e-5
    assert abs(depth - final_width(angle) / np.sqrt(2.0)) < 1e-5

wall_angle = np.arccos(abs(normals[0, 2]) / np.linalg.norm(normals[0]))
assert abs(wall_angle - alpha) < 1e-12
for normal in normals:
    trace = np.cross(normal, [0.0, 0.0, 1.0])
    trace = trace / np.linalg.norm(trace)
    assert max(abs(trace @ along), abs(trace @ across)) > 1 - 1e-12

# --- Cell simulation: kink cells dissolve, flat-edge cells stay ---
dx, dy = 5.0, 0.5
x = np.arange(-504, 505) * dx
y = (np.arange(-200, 200) + 0.5) * dy
X, Y = np.meshgrid(x, y)
middle = len(x) // 2


def simulate(angle):
    """Final width, whether the outline is a rectangle, and mid-slot widths."""
    u = X * np.cos(angle) + Y * np.sin(angle)
    s = -X * np.sin(angle) + Y * np.cos(angle)
    is_open = (abs(u) <= L / 2) & (abs(s) <= W / 2)
    history = [is_open[:, middle].sum() * dy]
    while True:
        side = np.zeros_like(is_open)
        side[:, 1:-1] = is_open[:, 2:] | is_open[:, :-2]
        vertical = np.zeros_like(is_open)
        vertical[1:-1] = is_open[2:] | is_open[:-2]
        dissolve = side & vertical & ~is_open
        if not dissolve.any():
            break
        is_open |= dissolve
        history.append(is_open[:, middle].sum() * dy)
    rows = is_open.any(axis=1).sum()
    columns = is_open.any(axis=0).sum()
    return rows * dy, is_open.sum() == rows * columns, np.array(history)


# Each of the two long edges is resolved to about one cell height.
for degrees in (0.0, 0.5, 1.0):
    angle = np.radians(degrees)
    sim_width, rectangular, history = simulate(angle)
    assert rectangular
    assert abs(sim_width - final_width(angle)) <= 2 * dy
    if degrees == 0.0:
        assert len(history) == 1
        continue
    for steps in (40, 100, 200):
        law = W / np.cos(angle) + 2 * steps * dx * np.tan(angle)
        assert abs(history[steps] - law) <= 2 * dy
    # Run lengths are uncertain by one ledge of the staircase and a few cells.
    ledge = dy / np.tan(angle) + 4 * dx
    assert abs((len(history) - 1) * dx - L * np.cos(angle)) <= ledge
    mid_steps = np.argmax(history >= history[-1])
    mid_run = (L * np.cos(angle) - W * np.sin(angle)) / 2
    assert abs(mid_steps * dx - mid_run) <= ledge

# --- Worked example ---
width_f = final_width(theta)
depth_f = width_f / np.sqrt(2.0)
time_mid = (L * np.cos(theta) - W * np.sin(theta)) / (2 * kink_speed)
time_full = L * np.cos(theta) / kink_speed


def extra111(time):
    return 2 * rate111 * time / np.sin(alpha)


for time in (etch_time, time_full):
    moved = cavity(theta, rate111 * time)[0]
    assert abs(moved - width_f - extra111(time)) < 1e-5

kink_gain = 2 * kink_speed * etch_time * np.tan(theta)
width_kink = W / np.cos(theta) + kink_gain
width_short = width_kink + extra111(etch_time)
depth_short = width_short / np.sqrt(2.0)
assert depth_short < rate100 * etch_time   # floor has vanished: V is closed
assert etch_time < time_mid                # growth law still applies
assert depth_f < wafer
needed_speed = L * np.cos(theta) / etch_time
needed_selectivity = 2 * rate100 * time_full / np.sin(alpha)
allowed = brentq(lambda a: final_width(a) - W - 5.0, 0.0, 0.01)
assert abs(allowed / (5.0 / L) - 1) < 0.01

print(f"slot width W: {W:.0f} um")
print(f"slot length L: {L:.0f} um")
print(f"misalignment: {np.degrees(theta):.1f} deg")
print(f"wall angle alpha: {np.degrees(wall_angle):.2f} deg")
print(f"W cos(theta): {W*np.cos(theta):.2f} um")
print(f"L sin(theta): {L*np.sin(theta):.2f} um")
print(f"terminal width, formula: {width_f:.2f} um")
print(f"terminal width, {{111}} planes: {cavity(theta)[0]:.2f} um")
print(f"terminal width, cell simulation: {sim_width:.1f} um")
print(f"cell height in simulation: {dy:.1f} um")
print(f"terminal length: {final_length(theta):.2f} um")
print(f"terminal V depth: {depth_f:.1f} um")
print(f"aligned V depth: {W/np.sqrt(2):.1f} um")
print(f"wafer thickness: {wafer:.0f} um")
print(f"(100) rate, rough: {rate100:.2f} um/min")
print(f"kink speed, rough: {kink_speed:.2f} um/min")
print(f"{{111}} rate, rough: {rate111:.3f} um/min")
print(f"time to terminal width at mid-slot: {time_mid/60:.1f} h")
print(f"time to terminal width everywhere: {time_full/60:.1f} h")
print(f"ordinary etch time: {etch_time:.0f} min")
print(f"initial width across groove: {W/np.cos(theta):.2f} um")
print(f"gain from kinks, ordinary etch: {kink_gain:.2f} um")
print(f"width with inert {{111}}, ordinary etch: {width_kink:.1f} um")
print(f"gain from {{111}} rate, ordinary etch: {extra111(etch_time):.2f} um")
print(f"mid-slot width, ordinary etch: {width_short:.1f} um")
print(f"V depth, ordinary etch: {depth_short:.1f} um")
print(f"flat-floor depth possible in that time: {rate100*etch_time:.0f} um")
print(f"kink speed needed for full limit then: {needed_speed:.1f} um/min")
print(f"gain from {{111}} rate, terminal time: {extra111(time_full):.1f} um")
print(f"width with that gain: {width_f+extra111(time_full):.1f} um")
print(f"rate ratio for 1 um gain, terminal time: {needed_selectivity:.0f}")
print(f"oxide loss rate, rough: {1000*oxide_rate:.0f} nm/min")
print(f"oxide loss, ordinary etch: {oxide_rate*etch_time:.2f} um")
print(f"oxide loss, terminal time: {oxide_rate*time_full:.1f} um")
print(f"bare-back loss, terminal time: {rate100*time_full:.0f} um")
print(f"angle for 5 um terminal widening: {np.degrees(allowed):.4f} deg")
print("verified")
```

Printed output:

```
slot width W: 100 um
slot length L: 5000 um
misalignment: 1.0 deg
wall angle alpha: 54.74 deg
W cos(theta): 99.98 um
L sin(theta): 87.26 um
terminal width, formula: 187.25 um
terminal width, {111} planes: 187.25 um
terminal width, cell simulation: 187.0 um
cell height in simulation: 0.5 um
terminal length: 5000.98 um
terminal V depth: 132.4 um
aligned V depth: 70.7 um
wafer thickness: 525 um
(100) rate, rough: 1.00 um/min
kink speed, rough: 2.00 um/min
{111} rate, rough: 0.010 um/min
time to terminal width at mid-slot: 20.8 h
time to terminal width everywhere: 41.7 h
ordinary etch time: 80 min
initial width across groove: 100.02 um
gain from kinks, ordinary etch: 5.59 um
width with inert {111}, ordinary etch: 105.6 um
gain from {111} rate, ordinary etch: 1.96 um
mid-slot width, ordinary etch: 107.6 um
V depth, ordinary etch: 76.1 um
flat-floor depth possible in that time: 80 um
kink speed needed for full limit then: 62.5 um/min
gain from {111} rate, terminal time: 61.2 um
width with that gain: 248.5 um
rate ratio for 1 um gain, terminal time: 6123
oxide loss rate, rough: 5 nm/min
oxide loss, ordinary etch: 0.40 um
oxide loss, terminal time: 12.5 um
bare-back loss, terminal time: 2500 um
angle for 5 um terminal widening: 0.0573 deg
verified
```
